# Poisson summation on a three-dimensional Bravais lattice

Place one exponential charge density on every site of a triclinic lattice and compute the total density from its plane waves. With all 778123 reciprocal lattice vectors up to 80 bohr$^{-1}$, the result at a site is still too small by $6.3\times10^{-4}$ bohr$^{-3}$, or 1.5% of the density there. At one general point of the cell, the same vectors give an error of $1.6\times10^{-8}$ bohr$^{-3}$; this error oscillates with the cutoff and reaches about $6\times10^{-8}$ bohr$^{-3}$ for cutoffs between 72 and 80 bohr$^{-1}$. Both sums converge to the right value. The formula behind them is proved here, and the difference in speed then follows from the same transform.

## Statement and conventions

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be the primitive vectors of the lattice, $\mathbf R=\sum_i n_i\mathbf a_i$ its points, with integer $n_i$, and $\Omega$ the cell volume. The reciprocal vectors are $\mathbf G=\sum_i m_i\mathbf b_i$, with integer $m_i$ and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. The Fourier transform is taken over all space, with no prefactor:

$$\hat f(\mathbf k)=\int f(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .$$

Two conditions are assumed. Lengths are in bohr and wave vectors in bohr$^{-1}$, so the 1 in $1+|\mathbf r|$ means 1 bohr.

- (A) $f$ is continuous and $|f(\mathbf r)|\le C(1+|\mathbf r|)^{-s}$ with $s>3$.
- (B) $\sum_{\mathbf G}|\hat f(\mathbf G)|$ is finite. It suffices that $|\hat f(\mathbf k)|\le C'(1+|\mathbf k|)^{-t}$ with $t>3$.

Then, at every $\mathbf r$,

$$\sum_{\mathbf R}f(\mathbf r+\mathbf R)=\frac1\Omega\sum_{\mathbf G}\hat f(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}. \tag{1}$$

Both sums converge absolutely. The left one converges uniformly on any bounded region, the right one uniformly in all space. The coefficients on the right are values of the transform $\hat f$, not of $f$ itself.

## Lattice facts

Three facts are needed. First, $\mathbf G\cdot\mathbf R=2\pi\sum_i m_in_i$ is a multiple of $2\pi$, so $e^{i\mathbf G\cdot\mathbf R}=1$.

Second, let $\mathcal C$ be the cell of points $\mathbf r=\sum_i x_i\mathbf a_i$ with $0\le x_i<1$. Splitting each coordinate of a point into its integer and fractional parts shows that the translated cells $\mathcal C+\mathbf R$ fill space once.

Third, plane waves are orthogonal over the cell. If $\mathbf G-\mathbf G'$ has indices $m_i$, then $(\mathbf G-\mathbf G')\cdot\mathbf r=2\pi\sum_i m_ix_i$ and $d^3r=\Omega\,dx_1dx_2dx_3$, so

$$\frac1\Omega\int_{\mathcal C}e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}d^3r=\prod_{i=1}^3\int_0^1e^{2\pi i m_ix_i}dx_i=\delta_{\mathbf G\mathbf G'} . \tag{2}$$

Each factor is 1 for $m_i=0$ and 0 for any other integer.

## Why the exponent must exceed three

Put $d=|\mathbf a_1|+|\mathbf a_2|+|\mathbf a_3|$. A point $\mathbf r'$ in the cell at $\mathbf R$ satisfies $|\mathbf r'-\mathbf R|\le d$. Therefore

$$1+|\mathbf r'|\le1+|\mathbf R|+d\le(1+d)(1+|\mathbf R|),$$

since the last product exceeds the middle expression by $d|\mathbf R|\ge0$. Raising to the power $-s$ reverses the inequality:

$$(1+|\mathbf R|)^{-s}\le(1+d)^s(1+|\mathbf r'|)^{-s}.$$

Average this over $\mathbf r'$ in the cell at $\mathbf R$, then add all cells. Because they fill space once,

$$\sum_{\mathbf R}(1+|\mathbf R|)^{-s}\le\frac{(1+d)^s}{\Omega}\,4\pi\int_0^\infty\frac{r^2\,dr}{(1+r)^s}.$$

With $u=1+r$ the radial integral is

$$\int_1^\infty(u^2-2u+1)u^{-s}du=\frac1{s-3}-\frac2{s-2}+\frac1{s-1}=\frac{2}{(s-1)(s-2)(s-3)} .$$

Hence, for $s>3$,

$$\sum_{\mathbf R}(1+|\mathbf R|)^{-s}\le\frac{8\pi(1+d)^s}{\Omega(s-1)(s-2)(s-3)} . \tag{3}$$

Exchanging $\mathbf R$ and $\mathbf r'$ in the first inequality gives the opposite estimate, $(1+|\mathbf R|)^{-s}\ge(1+d)^{-s}(1+|\mathbf r'|)^{-s}$. Its sum over cells diverges when $s\le3$, because the integral does. Three is thus the true border for sums of this kind.

The argument holds for any lattice. Applied to the reciprocal one, it shows that decay with $t>3$ implies (B).

The border is visible in numbers. There is on average one lattice point per volume $\Omega$, so a distant shell from $L$ to $2L$ contributes about $(4\pi/\Omega)\int_L^{2L}r^{-1}dr=4\pi\ln2/\Omega$ to $\sum|\mathbf R|^{-3}$, whatever $L$ is. For the example lattice, with $\Omega=90$ bohr$^3$, this is 0.0968 bohr$^{-3}$. The shells 20–40 and 40–80 bohr give 0.0975 and 0.0968. For the fourth power the same shells give $3.53\times10^{-3}$ and $1.75\times10^{-3}$ bohr$^{-4}$, so each doubling brings half as much.

Bound (3) proves convergence but is no guide to a cutoff. For $s=4$ it is 2209 here, while the sum up to 80 bohr is 1.02.

## The periodic sum and its coefficients

Define $F(\mathbf r)=\sum_{\mathbf R}f(\mathbf r+\mathbf R)$. For $|\mathbf r|\le\rho$ the triangle inequality gives $1+|\mathbf R|\le1+|\mathbf r+\mathbf R|+\rho\le(1+\rho)(1+|\mathbf r+\mathbf R|)$, so by (A)

$$|f(\mathbf r+\mathbf R)|\le C(1+\rho)^s(1+|\mathbf R|)^{-s}.$$

The right side does not depend on $\mathbf r$, and its sum over $\mathbf R$ is finite by (3). The remainder of the series is therefore small uniformly for $|\mathbf r|\le\rho$. A uniform limit of continuous functions is continuous, and $\rho$ is arbitrary, so $F$ is continuous everywhere. Replacing $\mathbf r$ by $\mathbf r+\mathbf R'$ merely relabels an absolutely convergent sum, so $F$ has the period of the lattice.

Its Fourier coefficients are

$$c_{\mathbf G}=\frac1\Omega\int_{\mathcal C}F(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\sum_{\mathbf R}\int_{\mathcal C}f(\mathbf r+\mathbf R)e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

Uniform convergence on the cell permits the exchange of sum and integral. In each term set $\mathbf r'=\mathbf r+\mathbf R$. The phase becomes $e^{-i\mathbf G\cdot\mathbf r'}e^{i\mathbf G\cdot\mathbf R}=e^{-i\mathbf G\cdot\mathbf r'}$, and the integration region becomes the cell at $\mathbf R$. The pieces join into one integral over all space:

$$c_{\mathbf G}=\frac1\Omega\int f(\mathbf r')e^{-i\mathbf G\cdot\mathbf r'}d^3r'=\frac{\hat f(\mathbf G)}\Omega . \tag{4}$$

That integral converges absolutely because $s>3$. For $\mathbf G=0$, equation (4) says that the cell average of $F$ is the full integral of $f$ divided by $\Omega$.

## Why the Fourier series returns the function

Equation (4) identifies the coefficients. It remains to show that the series built from them equals $F$ at every point. Let

$$S(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.$$

Each term has modulus $|\hat f(\mathbf G)|/\Omega$, independent of $\mathbf r$. By (B) the series converges uniformly, so $S$ is continuous and may be integrated term by term. By (2) its coefficients are again $c_{\mathbf G}$. The difference $D=F-S$ is then continuous and periodic, and all its Fourier coefficients vanish. We show that $D=0$.

The tool is a nonnegative, finite sum of plane waves that concentrates at a chosen point. In one fractional coordinate, the binomial theorem gives

$$\cos^{2n}(\pi x)=\left(\frac{e^{i\pi x}+e^{-i\pi x}}2\right)^{2n}=\frac1{4^n}\sum_{j=0}^{2n}\binom{2n}{j}e^{2\pi i(j-n)x}.$$

The mean over one period is the $j=n$ term, $m_n=\binom{2n}{n}/4^n$. The $2n+1$ binomial coefficients add to $4^n$ and the middle one is the largest, so $m_n\ge1/(2n+1)$. Define $K_n(x)=\cos^{2n}(\pi x)/m_n$, which has mean one. For $\eta\le|x|\le\frac12$ we have $\cos^{2n}(\pi x)\le\cos^{2n}(\pi\eta)$, and this region has length below one. Hence

$$\int_{\eta\le|x|\le1/2}K_n(x)\,dx\le(2n+1)\cos^{2n}(\pi\eta)\longrightarrow0\quad(n\to\infty), \tag{5}$$

because a geometric decay defeats a linear growth. For $\eta=0.1$ the mass outside is $1.5\times10^{-3}$ at $n=50$ and $2.3\times10^{-10}$ at $n=200$; the bounds are 0.67 and $7.7\times10^{-7}$.

Now fix a point $\mathbf r_0$ with fractional coordinates $x_i^0$, and let $K(\mathbf r)=\prod_iK_n(x_i-x_i^0)$. This is a finite sum of plane waves $e^{i\mathbf G\cdot\mathbf r}$, so $\int_{\mathcal C}DK\,d^3r=0$. Since $K$ has mean one,

$$D(\mathbf r_0)=-\frac1\Omega\int_{\mathcal C}\left[D(\mathbf r)-D(\mathbf r_0)\right]K(\mathbf r)\,d^3r .$$

The integrand is periodic, so the cell may be centred on $\mathbf r_0$. Given $\varepsilon>0$, continuity supplies an $\eta$ such that the bracket is smaller than $\varepsilon$ in modulus when all $|x_i-x_i^0|\le\eta$. Elsewhere it is at most $2M$, where $M$ is the maximum of $|D|$, and at least one of three coordinates is farther than $\eta$ from its centre. With (5),

$$|D(\mathbf r_0)|\le\varepsilon+6M(2n+1)\cos^{2n}(\pi\eta).$$

Let $n\to\infty$, then $\varepsilon\to0$. This gives $D(\mathbf r_0)=0$. The point was arbitrary, so $F=S$, and (1) is proved.

## Where the formula can fail

The conditions are sufficient; no claim is made that they are necessary. Each does a definite job.

If $f$ is changed at the single point $\mathbf r=0$, the left side of (1) changes at the lattice points, but no integral $\hat f(\mathbf G)$ does. Equality at every point is then lost, which is why continuity is required.

A positive function with a $1/r$ tail has a divergent lattice sum, and its integral, the $\mathbf G=0$ term, is infinite too. Formula (1) cannot be applied to the bare Coulomb potential of one charge per cell. A neutral combination must first be shown to satisfy (A) and (B) as a whole.

If (A) holds but (B) fails, $F$ and its coefficients (4) still exist. What is lost is the proof that the plane-wave series converges to $F$ at each point.

## An exponential density on each site

The example lattice has $\mathbf a_1=(5,0,0)$, $\mathbf a_2=(1,4,0)$ and $\mathbf a_3=(0.5,1,4.5)$ bohr, so $\Omega=5\times4\times4.5=90$ bohr$^3$. Each site carries one electron with density

$$n(r)=\frac{\alpha^3}{8\pi}e^{-\alpha r},\qquad\alpha=1\ \text{bohr}^{-1}.$$

These are model parameters. The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$, so

$$\hat n(k)=\frac{4\pi}{k}\int_0^\infty r\,n(r)\sin(kr)\,dr=\frac{\alpha^3}{2k}\int_0^\infty re^{-\alpha r}\sin(kr)\,dr .$$

Differentiating $\int_0^\infty e^{-\alpha r}\sin(kr)\,dr=k/(\alpha^2+k^2)$ with respect to $-\alpha$ gives $2\alpha k/(\alpha^2+k^2)^2$ for the last integral. Therefore

$$\hat n(k)=\frac{\alpha^4}{(\alpha^2+k^2)^2}. \tag{6}$$

The exponential satisfies (A), and (6) decays as $k^{-4}$, which satisfies (B) with $t=4$. The $\mathbf G=0$ term is $1/90=0.0111$ bohr$^{-3}$, the mean density.

The direct sum over $\mathbf R$ gives 0.043614 bohr$^{-3}$ at a site. Of this, 0.039789 belongs to the site itself and the remaining 0.003825 to all others. At the general point with fractional coordinates $(0.3,0.2,0.4)$, it gives 0.008365 bohr$^{-3}$, below the mean.

### The slow sum at a site

At $\mathbf r=0$ every phase is 1 and every term is positive, so nothing cancels. The reciprocal cell has volume $(2\pi)^3/\Omega$, which makes the density of $\mathbf G$ points $\Omega/(2\pi)^3$. Replacing the omitted sum by an integral, to leading order for $G_{\max}\gg\alpha$,

$$\Delta\approx\frac1\Omega\,\frac{\Omega}{(2\pi)^3}\int_{G_{\max}}^\infty4\pi G^2\,\frac{\alpha^4}{G^4}\,dG=\frac{\alpha^4}{2\pi^2G_{\max}} . \tag{7}$$

The cell volume cancels. At 80 bohr$^{-1}$ this is $1/(2\pi^2\times80)=6.333\times10^{-4}$ bohr$^{-3}$, against an actual deficit of $6.332\times10^{-4}$. At 10 bohr$^{-1}$ the values are $5.066\times10^{-3}$ and $5.029\times10^{-3}$. Agreement within 3% was tested at all four cutoffs.

The origin of this tail is the cusp. With $h(r)=r\,n(r)$, two integrations by parts give

$$\int_0^\infty h\sin(kr)\,dr=\frac{h(0)}k-\frac1{k^2}\int_0^\infty h''\sin(kr)\,dr\approx\frac{h(0)}k-\frac{h''(0)}{k^3}.$$

Here $h(0)=0$ and $h''(0)=2n'(0)$, so $\hat n(k)\approx-8\pi n'(0)/k^4$. The slope at the centre, $n'(0)=-\alpha^4/(8\pi)$, reproduces the $\alpha^4/k^4$ of (6). A density that is smooth at the centre has $n'(0)=0$ and no such term.

The cost is steep. The number of vectors is about $\Omega G_{\max}^3/(6\pi^2)$, so halving the error at a site takes eight times as many. Adding (7) to the truncated sum is much cheaper: at 10 bohr$^{-1}$, with 1523 vectors, it reduces the error from $5.0\times10^{-3}$ to $3.7\times10^{-5}$ bohr$^{-3}$ in magnitude.

### The fast sum at a general point

Away from the sites the phases $e^{i\mathbf G\cdot\mathbf r}$ cancel. An estimate of the effect follows from the integral in (7) with the angular average of the phase included:

$$\frac{\alpha^4}{2\pi^2}\int_{G_{\max}}^\infty\frac{\sin(Gr)}{Gr}\,\frac{dG}{G^2}\approx\frac{\alpha^4\cos(G_{\max}r)}{2\pi^2r^2G_{\max}^3},$$

where the last form is the leading term of an integration by parts for $G_{\max}r\gg1$. The general point lies at $(1.9,1.2,1.8)$ bohr, so $r^2=8.29$ bohr$^2$, and the amplitude at 80 bohr$^{-1}$ is $1.2\times10^{-8}$ bohr$^{-3}$. The observed error is $1.6\times10^{-8}$.

This estimate gives a scale, not a bound. Replacing the sum over discrete $\mathbf G$ by an integral keeps only the site at the origin. Each other site adds an oscillating term of the same form, with $r$ replaced by its own distance from the point. The site at $\mathbf a_3$ has squared distance 9.29 bohr$^2$, so its amplitude is nearly as large, and the total can exceed the one-site amplitude. These terms fall only as the inverse square of the distance, which violates (A). Their sum over sites is not absolutely convergent, so this picture is heuristic and not covered by the proof above, and the few nearest sites do not reproduce the observed error. The errors do not fall steadily either: they are $1.4\times10^{-6}$, $-1.7\times10^{-6}$, $1.3\times10^{-7}$ and $1.6\times10^{-8}$ bohr$^{-3}$ at cutoffs of 10, 20, 40 and 80 bohr$^{-1}$. The error changes sign, and it is larger in magnitude at 20 bohr$^{-1}$ than at 10, so raising the cutoff does not always improve the result at this point. The typical size does fall, roughly as $G_{\max}^{-3}$: over cutoffs from $0.9\,G_{\max}$ to $G_{\max}$ the root-mean-square error is $6.0\times10^{-6}$, $1.2\times10^{-6}$, $1.3\times10^{-7}$ and $2.8\times10^{-8}$ bohr$^{-3}$ for the same four values of $G_{\max}$.

## A smooth function that fixes the signs

An even density cannot reveal a wrong sign in the phases. Consider instead

$$g(\mathbf r)=(1+\mathbf p\cdot\mathbf r)e^{-\beta r^2},\qquad\beta=0.5\ \text{bohr}^{-2},\quad\mathbf p=(0.3,-0.2,0.5)\ \text{bohr}^{-1}.$$

For the Gaussian alone, completing the square along each axis gives $-\beta x^2-ikx=-\beta(x+ik/2\beta)^2-k^2/4\beta$. The integration line may be shifted, because the integrand is analytic and decays at both ends. The transform is $(\pi/\beta)^{3/2}e^{-k^2/4\beta}$. A factor $r_j$ under the integral equals $i\,\partial/\partial k_j$ acting on the transform, which yields $-ik_j/(2\beta)$ times the Gaussian result. Thus

$$\hat g(\mathbf k)=\left(\frac\pi\beta\right)^{3/2}\left(1-\frac{i\,\mathbf p\cdot\mathbf k}{2\beta}\right)e^{-k^2/4\beta}.$$

For $\mathbf G=0$, $\hat g/\Omega=(2\pi)^{3/2}/90=0.1750$. For $\mathbf G=\mathbf b_1$ the formula gives $0.07545-0.03055i$, and integrating the periodic sum over the cell gives the same. The opposite sign convention would reverse the imaginary part. Both sides of (1) agree to the twelve decimals printed: 1.000458293608 at a site and 0.043296931417 at the general point.

Setting $\mathbf p=0$ and $\mathbf r=0$ in (1) shows how the two sums share the work:

$$\sum_{\mathbf R}e^{-\beta R^2}=\frac1\Omega\left(\frac\pi\beta\right)^{3/2}\sum_{\mathbf G}e^{-G^2/4\beta}.$$

For large $\beta$ the left side is nearly its $\mathbf R=0$ term, 1, while many $\mathbf G$ are needed. For small $\beta$ the $\mathbf G=0$ term dominates the right side, and the lattice sum becomes an integral divided by $\Omega$. At $\beta=0.5$ bohr$^{-2}$ the left side is 1.000458, since the terms $\mathbf p\cdot\mathbf R$ cancel between $\mathbf R$ and $-\mathbf R$ and the value for $g$ applies.

## Notes for implementation

To collect every $\mathbf R$ with $|\mathbf R|\le\rho$, use $n_i=\mathbf b_i\cdot\mathbf R/2\pi$. It follows that $|n_i|\le|\mathbf b_i|\rho/2\pi$, which gives a safe index range even for a skewed cell. For $|\mathbf G|\le G_{\max}$ the range is $|m_i|\le|\mathbf a_i|G_{\max}/2\pi$. Points outside the sphere are then discarded.

With several atoms at positions $\boldsymbol\tau_j$ in the cell, take $f(\mathbf r)=\sum_jf_j(\mathbf r-\boldsymbol\tau_j)$. Shifting the integration variable in each transform gives

$$\hat f(\mathbf G)=\sum_j\hat f_j(\mathbf G)e^{-i\mathbf G\cdot\boldsymbol\tau_j}.$$

The plane-wave coefficient to store is $\hat f(\mathbf G)/\Omega$. For real $f$ the coefficients at $\mathbf G$ and $-\mathbf G$ are complex conjugates, so half of them suffice. The numerical output lists the values at each cutoff.

## Values computed for the example and the checks

```
Lattice vectors a1, a2, a3 (bohr): [[5.0, 0.0, 0.0], [1.0, 4.0, 0.0], [0.5, 1.0, 4.5]]
Cell volume Omega = 90.0000 bohr^3
alpha = 1.00 1/bohr, beta = 0.50 1/bohr^2
p (1/bohr): [0.3, -0.2, 0.5]
General point, fractional coordinates: [0.3, 0.2, 0.4]
General point, Cartesian (bohr): [1.9, 1.2, 1.8]
d = |a1|+|a2|+|a3| = 13.7599 bohr
Sum of (1+R)^-4, R <= 80 bohr: 1.0238 (R in bohr)
Upper bound on the full sum: 2208.9
Predicted R^-3 sum per doubling: 0.09678 bohr^-3
Shell 20-40 bohr: sum R^-3 = 0.09752 bohr^-3, sum R^-4 = 3.530e-03 bohr^-4
Shell 40-80 bohr: sum R^-3 = 0.09680 bohr^-3, sum R^-4 = 1.746e-03 bohr^-4
Kernel n = 50: mass at |x| > 0.1 is 1.49e-03, bound 6.68e-01
Kernel n = 200: mass at |x| > 0.1 is 2.30e-10, bound 7.69e-07
g, G index [0, 0, 0]: cell coefficient +0.17499567 +0.00000000i, formula +0.17499567 +0.00000000i
g, G index [1, 0, 0]: cell coefficient +0.07544530 -0.03054904i, formula +0.07544530 -0.03054904i
g, G index [0, -1, 1]: cell coefficient +0.01111142 -0.01318730i, formula +0.01111142 -0.01318730i
g, G index [1, 1, -1]: cell coefficient +0.00694661 +0.00543161i, formula +0.00694661 +0.00543161i
g at site: R sum 1.000458293608, G sum 1.000458293608
g at general point: R sum 0.043296931417, G sum 0.043296931417
Density transform at k = 0.5 1/bohr: quadrature 0.64000000, formula 0.64000000
Density transform at k = 2.0 1/bohr: quadrature 0.04000000, formula 0.04000000
Density transform at k = 5.0 1/bohr: quadrature 0.00147929, formula 0.00147929
Density of one site at its centre: 0.03978874 bohr^-3
R sum at a site: 0.04361384 bohr^-3
R sum at general point: 0.00836537 bohr^-3
Cell average (G = 0 term): 0.01111111 bohr^-3
Density G sums (bohr^-3), Gmax in 1/bohr:
Gmax 10: 1523 vectors, site 0.03858472, missing 5.029e-03, tail law 5.066e-03
   general point 0.00836676, error +1.4e-06
Gmax 20: 12141 vectors, site 0.04108381, missing 2.530e-03, tail law 2.533e-03
   general point 0.00836369, error -1.7e-06
Gmax 40: 97227 vectors, site 0.04234767, missing 1.266e-03, tail law 1.267e-03
   general point 0.00836550, error +1.3e-07
Gmax 80: 778123 vectors, site 0.04298064, missing 6.332e-04, tail law 6.333e-04
   general point 0.00836538, error +1.6e-08
```
